# Weak-field Hall coefficient of a metal film on a conducting liner: a program that tests the result

```python
"""Weak-field sheet Hall coefficient of conducting layers in parallel.

Result under test:
    R_s = sum(R_i sigma_i^2 d_i) / (sum(sigma_i d_i))^2
R_s     : E_y / (K_x B), with K the sheet current and total K_y = 0
R_i     : Hall coefficient of layer i (negative for electrons)
sigma_i : conductivity, rho_i = 1/sigma_i ; d_i : thickness
B       : magnetic field along the film normal z
Layer law: E_x = rho J_x - R B J_y,  E_y = rho J_y + R B J_x.
SI units are used for the example; the test stacks are dimensionless.
"""
import numpy as np
from scipy.constants import e, hbar
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def sheet_hall_weak(sigma, hall, d):
    """Derived weak-field formula."""
    return np.sum(hall * sigma**2 * d) / np.sum(sigma * d)**2


def sheet_hall_tensor(sigma, hall, d, field):
    """Any field: add the inverted layer tensors, then invert the sum."""
    total = np.zeros((2, 2))
    for s, r, t in zip(sigma, hall, d):
        total += t * np.linalg.inv([[1/s, -r*field], [r*field, 1/s]])
    return np.linalg.inv(total)[1, 0] / field


def edge_voltage(width, ny, sigma, hall, d, contact=0.0):
    """Finite-volume Hall voltage on the first cell row, per B*E_x.

    The potential is free to vary over the whole y-z cross-section.
    contact is an extra resistance times area between cell rows.
    """
    nz, dy = len(d), width / ny
    rows, cols, vals = [], [], []
    source = np.zeros(ny * nz)

    def connect(a, b, g):
        rows.extend([a, a, b, b])
        cols.extend([a, b, b, a])
        vals.extend([g, -g, g, -g])

    for i in range(ny):
        for j in range(nz):
            a = i * nz + j
            if i + 1 < ny:
                connect(a, a + nz, sigma[j] * d[j] / dy)
                drive = hall[j] * sigma[j]**2 * d[j]
                source[a] += drive
                source[a + nz] -= drive
            if j + 1 < nz:
                resist = (d[j] / (2*sigma[j]) + d[j+1] / (2*sigma[j+1])
                          + contact)
                connect(a, a + 1, dy / resist)
    # Tie one node to zero potential; the sources sum to zero.
    rows.append(0)
    cols.append(0)
    vals.append(sigma[0] * d[0] / dy)
    matrix = coo_matrix((vals, (rows, cols)), shape=(ny*nz, ny*nz)).tocsc()
    phi = spsolve(matrix, source).reshape(ny, nz)
    # The two outer half cells carry the field that stops J_y at an edge.
    return phi[0, 0] - phi[-1, 0] + dy * hall[0] * sigma[0]


def sheet_hall_strip(sigma, hall, d, contact, width):
    """Reading on layer 1 of two layers with interface resistance."""
    g = sigma * d
    length = np.sqrt(contact * g[0] * g[1] / g.sum())
    x = width / (2 * length)
    t = np.tanh(x) / x
    value = ((1 - t) * sheet_hall_weak(sigma, hall, d)
             + t * hall[0] * sigma[0] / g.sum())
    return value, length


def diffuse_film(kappa):
    """Film/bulk ratios of sigma_xx and of weak-field sigma_xy.

    kappa = thickness / mean free path; both faces scatter diffusely.
    """
    def xx(mu):
        a = kappa / mu
        return 1.5 * (1 - mu**2) * (1 + np.expm1(-a) / a)

    def xy(mu):
        a = kappa / mu
        return 1.5 * (1 - mu**2) * (1 - (2 - (2 + a) * np.exp(-a)) / a)

    return quad(xx, 0, 1)[0], quad(xy, 0, 1)[0]


# ---- Test: resolved cross-section of three layers with mixed signs ----
ts = np.array([1.0, 0.5, 0.25])
tr = np.array([-1.0, 1.0, 2.0])
td = np.array([1.0, 1.5, 0.5])
cells = 5
fine = [np.repeat(ts, cells), np.repeat(tr, cells),
        np.repeat(td / cells, cells)]
v_narrow = edge_voltage(30.0, 120, *fine)
v_wide = edge_voltage(60.0, 240, *fine)
# Edge effects add a constant voltage, so the slope is the interior field.
rs_field = (v_wide - v_narrow) / 30.0 / np.sum(ts * td)
rs_test = sheet_hall_weak(ts, tr, td)
assert abs(rs_field / rs_test - 1) < 1e-6

# ---- Test: order of the correction in B, and the strong-field limit ----
dev1 = sheet_hall_tensor(ts, tr, td, 0.01) - rs_test
dev2 = sheet_hall_tensor(ts, tr, td, 0.02) - rs_test
assert abs(dev1 / rs_test) < 1e-3
assert abs(dev2 / dev1 - 4) < 0.02
strong = sheet_hall_tensor(ts, tr, td, 1e4)
assert abs(strong * np.sum(td / tr) - 1) < 1e-4

# ---- Test: finite width with interface resistance, thin-layer ladder ----
ls = np.array([1000.0, 500.0])
lr = np.array([-1e-3, 2e-3])
ld = np.array([1e-3, 1e-3])
for w in (0.2, 2.0, 20.0):
    ladder = edge_voltage(w, 800, ls, lr, ld, 1.0) / w / np.sum(ls * ld)
    formula = sheet_hall_strip(ls, lr, ld, 1.0, w)[0]
    # Scale by the isolated-layer reading, since the sum may pass zero.
    scale = abs(lr[0] * ls[0] / np.sum(ls * ld))
    assert abs(ladder - formula) < 1e-3 * scale

# ---- Test: surface scattering from electron paths in a small field ----
node, weight = np.polynomial.legendre.leggauss(300)
node, weight = (node + 1) / 2, weight / 2
mu, depth = np.meshgrid(node, node, indexing="ij")
omega = 1e-3  # cyclotron frequency times relaxation time
for kappa in (0.3, 1.0, 5.0):
    flight = kappa * depth / mu
    rate = 1 - 1j * omega
    path = (1 - np.exp(-rate * flight)) / rate
    mean = np.sum(np.outer(weight, weight) * 1.5 * (1 - mu**2) * path)
    fxx, fxy = diffuse_film(kappa)
    assert abs(mean.real - fxx) < 1e-4
    assert abs(mean.imag / omega - fxy) < 1e-4

# ---- Worked example: model metal on a chromium liner ----
rho = np.array([5.0, 30.0]) * 1e-8      # ohm m
hall = np.array([-0.7, 4.0]) * 1e-10    # m^3/C
d = np.array([10.0, 3.0]) * 1e-9        # m
field, current, width = 1.0, 10e-6, 200e-9
sigma = 1 / rho
g = sigma * d
h = hall * sigma**2 * d
parts = h / g.sum()**2
rs = sheet_hall_weak(sigma, hall, d)
alone = hall[0] / d[0]
n_true = 1 / (e * abs(hall[0]))
n_apparent = 1 / (e * abs(rs) * d[0])
exact = sheet_hall_tensor(sigma, hall, d, field)
assert abs(exact / rs - 1) < 1e-5

# Neglected effects, each as a relative change of the sheet coefficient.
contact = 1e-15                         # ohm m^2
strip, transfer = sheet_hall_strip(sigma, hall, d, contact, width)
tcr = np.array([0.002, 0.001])          # 1/K
t_low, t_high = 300.0, 380.0
hot = sheet_hall_weak(sigma / (1 + tcr * (t_high - t_low)), hall, d)
half = sheet_hall_weak(sigma, hall * np.array([1.0, 0.5]), d)

# Free-electron estimate: bulk resistivity that gives the film value.
k_fermi = (3 * np.pi**2 * n_true)**(1/3)
rho_path = hbar * k_fermi / (n_true * e**2)


def film_excess(rho_bulk):
    return rho_bulk / diffuse_film(d[0] * rho_bulk / rho_path)[0] - rho[0]


rho_bulk = brentq(film_excess, 0.02 * rho[0], rho[0])
path_bulk = rho_path / rho_bulk
fxx, fxy = diffuse_film(d[0] / path_bulk)
hall_ratio = fxy / fxx**2
surface = sheet_hall_weak(sigma, hall * np.array([hall_ratio, 1.0]), d)


def percent(value):
    return 100 * (value / rs - 1)


print("TEST STACK (dimensionless)")
print(f"R_s from resolved cross-section: {rs_field:.6f}")
print(f"R_s from formula: {rs_test:.6f}")
print(f"deviation ratio when B doubles: {dev2/dev1:.4f}")
print(f"strong-field R_s, tensor: {strong:.5f}")
print(f"strong-field R_s, limit formula: {1/np.sum(td/tr):.5f}")
print("EXAMPLE INPUTS (metal: model; Cr liner: rough typical)")
for k, name in enumerate(("metal", "Cr liner")):
    print(f"{name} thickness: {d[k]*1e9:.1f} nm")
    print(f"{name} resistivity: {rho[k]*1e8:.1f} uohm cm")
    print(f"{name} Hall coefficient: {hall[k]*1e10:+.2f} x 1e-10 m^3/C")
print(f"field: {field:.1f} T; current: {current*1e6:.1f} uA")
print(f"line width: {width*1e9:.0f} nm")
print("EXAMPLE RESULTS")
for k, name in enumerate(("metal", "Cr liner")):
    print(f"{name} sheet conductance: {g[k]:.4f} S")
    print(f"{name} current fraction: {g[k]/g.sum():.4f}")
    print(f"{name} R sigma^2 d: {h[k]*1e6:+.2f} uS/T x S ohm")
    print(f"{name} part of R_s: {parts[k]*1e3:+.4f} mohm/T")
print(f"total sheet conductance: {g.sum():.4f} S")
print(f"sheet Hall coefficient R_s: {rs*1e3:+.4f} mohm/T")
print(f"R_s converted: {rs*e*1e20:+.5f} angstrom^2 per e")
print(f"metal alone, R/d: {alone*1e3:+.4f} mohm/T")
print(f"change of R_s due to liner: {100*(rs/alone-1):+.2f} %")
print(f"change from shunting only: {100*(parts[0]/alone-1):+.2f} %")
print(f"Hall voltage: {rs*current*field*1e9:+.2f} nV")
print(f"metal carrier density: {n_true*1e-6:.3e} cm^-3")
print(f"apparent density, liner ignored: {n_apparent*1e-6:.3e} cm^-3")
print("NEGLECTED EFFECTS (relative change of R_s)")
print(f"largest |R sigma B|: {np.max(abs(hall*sigma*field)):.2e}")
print(f"finite field: {percent(exact):+.1e} %")
print(f"interface resistance (rough): {contact*1e15:.1f} fohm m^2")
print(f"transfer length: {transfer*1e9:.2f} nm")
print(f"interface effect at line width: {percent(strip):+.2f} %")
print(f"rough resistivity slopes: {tcr[0]:.3f}, {tcr[1]:.3f} per K")
print(f"warming {t_low:.0f} to {t_high:.0f} K: {percent(hot):+.2f} %")
print(f"Cr Hall coefficient halved: {percent(half):+.2f} %")
print(f"inferred bulk resistivity: {rho_bulk*1e8:.2f} uohm cm")
print(f"bulk mean free path: {path_bulk*1e9:.1f} nm")
print(f"film/bulk Hall coefficient, diffuse faces: {hall_ratio:.3f}")
print(f"surface scattering, if R was bulk: {percent(surface):+.1f} %")
print("verified")
```

Printed output:

```
TEST STACK (dimensionless)
R_s from resolved cross-section: -0.160000
R_s from formula: -0.160000
deviation ratio when B doubles: 4.0000
strong-field R_s, tensor: 1.33333
strong-field R_s, limit formula: 1.33333
EXAMPLE INPUTS (metal: model; Cr liner: rough typical)
metal thickness: 10.0 nm
metal resistivity: 5.0 uohm cm
metal Hall coefficient: -0.70 x 1e-10 m^3/C
Cr liner thickness: 3.0 nm
Cr liner resistivity: 30.0 uohm cm
Cr liner Hall coefficient: +4.00 x 1e-10 m^3/C
field: 1.0 T; current: 10.0 uA
line width: 200 nm
EXAMPLE RESULTS
metal sheet conductance: 0.2000 S
metal current fraction: 0.9524
metal R sigma^2 d: -280.00 uS/T x S ohm
metal part of R_s: -6.3492 mohm/T
Cr liner sheet conductance: 0.0100 S
Cr liner current fraction: 0.0476
Cr liner R sigma^2 d: +13.33 uS/T x S ohm
Cr liner part of R_s: +0.3023 mohm/T
total sheet conductance: 0.2100 S
sheet Hall coefficient R_s: -6.0469 mohm/T
R_s converted: -0.09688 angstrom^2 per e
metal alone, R/d: -7.0000 mohm/T
change of R_s due to liner: -13.62 %
change from shunting only: -9.30 %
Hall voltage: -60.47 nV
metal carrier density: 8.916e+22 cm^-3
apparent density, liner ignored: 1.032e+23 cm^-3
NEGLECTED EFFECTS (relative change of R_s)
largest |R sigma B|: 1.40e-03
finite field: +3.2e-05 %
interface resistance (rough): 1.0 fohm m^2
transfer length: 3.09 nm
interface effect at line width: +0.32 %
rough resistivity slopes: 0.002, 0.001 per K
warming 300 to 380 K: -1.46 %
Cr Hall coefficient halved: +2.50 %
inferred bulk resistivity: 2.17 uohm cm
bulk mean free path: 29.4 nm
film/bulk Hall coefficient, diffuse faces: 1.121
surface scattering, if R was bulk: +12.7 %
verified
```
